# Small group of q, reduced k sets and first-order density symmetrization

## 1. What symmetry fixes

A crystal operation that rotates by $S$ turns a field of wavevector $\mathbf q$ into one of wavevector $S\mathbf q$. Acting alone, it can therefore relate responses at the same $\mathbf q$ only if $S\mathbf q$ and $\mathbf q$ differ by a reciprocal-lattice vector. Linear response commutes with the symmetries of the unperturbed crystal, so the first-order densities must transform among themselves with the same matrices as the perturbations that cause them. This fixes the form of the answer: a partial k sum, acted on by the allowed operations, combined with those matrices and averaged. What remains is to find the matrices, the allowed operations and the k points.

Let an operation act on points as $g\mathbf r=S\mathbf r+\mathbf f$ and on functions as
$$(gF)(\mathbf r)=F(g^{-1}\mathbf r)=F(S^{-1}(\mathbf r-\mathbf f)).$$
Let $F(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}F(\mathbf r)$ for every lattice vector $\mathbf R$. Since $S^{-1}\mathbf R$ is also a lattice vector and $S$ is orthogonal,
$$(gF)(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot S^{-1}\mathbf R}(gF)(\mathbf r)=e^{i(S\mathbf q)\cdot\mathbf R}(gF)(\mathbf r).$$
So $gF$ has wavevector $S\mathbf q$. Complex conjugation $K$ reverses it, and $KgF$ has wavevector $-S\mathbf q$.

Fields of inequivalent wavevectors $\mathbf q_1,\mathbf q_2$ are orthogonal over a periodic supercell: shifting the integration variable by $\mathbf R$ multiplies $\int F_1^*F_2$ by $e^{i(\mathbf q_2-\mathbf q_1)\cdot\mathbf R}$ without changing its value, so the integral vanishes. Hence, if $S\mathbf q\neq\mathbf q+\mathbf G$ for every $\mathbf G$, $gF$ is orthogonal to every field at $\mathbf q$, and a nonzero perturbation there cannot be invariant under $g$. The operations with $S\mathbf q=\mathbf q+\mathbf G$ form the small group of $\mathbf q$.

Belonging to this group is necessary for invariance but not sufficient. A small-group operation may turn the displacement of one atom into that of another. What it preserves is the space spanned by all displacement patterns at $\mathbf q$.

In a nonmagnetic crystal without spin-orbit coupling the Hamiltonian is real. Operations with $S\mathbf q=-\mathbf q+\mathbf G$ then become usable when combined with $K$. Write $\hat g=g$ with $\sigma=+1$ for the first kind and $\hat g=Kg$ with $\sigma=-1$ for the second. Let $P_q$ contain one representative of each kind modulo lattice translations. At a zone-boundary $\mathbf q$ the same $S$ can enter with both signs.

## 2. Matrices for the displacement patterns

Let $a=(s,\alpha)$ label an atom at $\boldsymbol\tau_s$ and a Cartesian direction. Take spherical, local atomic potentials $v_s$, equal on symmetry-equivalent atoms. The perturbation per unit displacement amplitude is
$$\Delta V_{\mathbf q,s\alpha}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\,w_{s\alpha}(\mathbf r-\boldsymbol\tau_s-\mathbf R),\qquad w_{s\alpha}=-\partial_\alpha v_s .$$
The minus sign arises because moving an atom forward shifts the argument of $v_s$ backward. The phase contains $\mathbf R$, not $\mathbf R+\boldsymbol\tau_s$.

The operation sends atom $s$ to atom $s'$, possibly in another cell:
$$S\boldsymbol\tau_s+\mathbf f=\boldsymbol\tau_{s'}+\mathbf L_s .$$
Atom $s$ of cell $\mathbf R$ thus arrives in cell $\mathbf R'=S\mathbf R+\mathbf L_s$, and
$$S^{-1}(\mathbf r-\mathbf f)-\boldsymbol\tau_s-\mathbf R=S^{-1}(\mathbf r-\boldsymbol\tau_{s'}-\mathbf R').$$
Differentiating $v_s(S^{-1}\mathbf x)=v_s(\mathbf x)$ gives $\sum_\alpha S_{\beta\alpha}(\partial_\alpha v_s)(S^{-1}\mathbf x)=\partial_\beta v_s(\mathbf x)$. Inverting the orthogonal matrix,
$$w_{s\alpha}(S^{-1}\mathbf x)=\sum_\beta S_{\beta\alpha}w_{s'\beta}(\mathbf x).$$
Finally $\mathbf q\cdot\mathbf R=S\mathbf q\cdot S\mathbf R=S\mathbf q\cdot(\mathbf R'-\mathbf L_s)$. Summing over $\mathbf R'$ instead of $\mathbf R$,
$$g\,\Delta V_{\mathbf q,s\alpha}=e^{-iS\mathbf q\cdot\mathbf L_s}\sum_\beta S_{\beta\alpha}\,\Delta V_{S\mathbf q,s'\beta}.$$

For $\sigma=+1$, $\mathbf G$ drops out of both phases, because $\mathbf L_s$ and $\mathbf R'$ are lattice vectors. For $\sigma=-1$, conjugation changes the prefactor to $e^{+iS\mathbf q\cdot\mathbf L_s}=e^{-i\mathbf q\cdot\mathbf L_s}$ and turns $\Delta V_{S\mathbf q}$ into $\Delta V_{-S\mathbf q}=\Delta V_{\mathbf q}$. Both cases therefore read
$$\hat g\,\Delta V_a=\sum_b D_{ba}(\hat g)\,\Delta V_b,\qquad D_{s'\beta,s\alpha}=e^{-i\mathbf q\cdot\mathbf L_s}S_{\beta\alpha},$$
with zero blocks for other atom pairs. $D$ is unitary: each atom has one image, and each nonzero block is a phase times an orthogonal matrix.

Glides and screws need no special treatment. Replacing $\mathbf f$ by $\mathbf f+\mathbf T$, with $\mathbf T$ a lattice vector, adds $\mathbf T$ to every $\mathbf L_s$ and multiplies $D$ by $e^{-i\mathbf q\cdot\mathbf T}$. It also shifts $\hat gF$ by $\mathbf T$, which multiplies this field at $\mathbf q$ by the same factor. The combination $D^*\hat g$, which enters the final formula, is unchanged.

## 3. The contribution of one k point

Consider an insulator with doubly occupied bands $v$ and empty bands $c$. Normalize Bloch orbitals in one cell, and take matrix elements over one cell. A real perturbation is $\eta\Delta V_{\mathbf q}+\eta^*\Delta V_{-\mathbf q}$, with $\eta$ small. The coefficient of $\eta$ in the density is
$$\Delta n=\frac{2}{N_k}\sum_{\mathbf kv}\left[\psi^*_{\mathbf kv}\Delta\psi^{\mathbf q}_{\mathbf k+\mathbf q,v}+(\Delta\psi^{-\mathbf q}_{\mathbf k-\mathbf q,v})^*\psi_{\mathbf kv}\right].$$
The factor 2 counts spin.

Admixtures of occupied states cancel between the two terms. For a pair $v,v'$ the first term contains
$$\psi^*_{\mathbf kv}\psi_{\mathbf k+\mathbf q,v'}\frac{\langle\psi_{\mathbf k+\mathbf q,v'}|\Delta V_{\mathbf q}|\psi_{\mathbf kv}\rangle}{\varepsilon_{\mathbf kv}-\varepsilon_{\mathbf k+\mathbf q,v'}}.$$
Relabelling $\mathbf k\to\mathbf k+\mathbf q$ and $v\leftrightarrow v'$ in the second term gives the same expression with the opposite denominator. If the energies coincide, the perturbation merely mixes occupied orbitals, which leaves their total density unchanged. The relabelling requires the grid to contain $\mathbf k+\mathbf q$. Only empty states remain:
$$\Delta\psi^a_{\mathbf k+\mathbf q,v}=\sum_c\psi_{\mathbf k+\mathbf q,c}\frac{\langle\psi_{\mathbf k+\mathbf q,c}|\Delta V_a|\psi_{\mathbf kv}\rangle}{\varepsilon_{\mathbf kv}-\varepsilon_{\mathbf k+\mathbf q,c}} .$$

Time reversal makes the two halves equal. One may choose $\psi_{-\mathbf k,v}=\psi^*_{\mathbf kv}$, because the sum over occupied states does not depend on the basis chosen within a degenerate level. Conjugating the first-order orbital then gives $(\Delta\psi^{-\mathbf q}_{\mathbf k-\mathbf q,v})^*=\Delta\psi^{\mathbf q}_{-\mathbf k+\mathbf q,v}$. The second half at $\mathbf k$ is the first half at $-\mathbf k$, so the two sums are equal on a grid that contains $-\mathbf k$ with every $\mathbf k$. Therefore
$$\Delta n_a=\frac1{N_k}\sum_{\mathbf k}\rho^a_{\mathbf k},\qquad \rho^a_{\mathbf k}=4\sum_v\psi^*_{\mathbf kv}\Delta\psi^a_{\mathbf k+\mathbf q,v}.$$

This use of time reversal does not in general make $\rho_{\mathbf k}$ and $\rho_{-\mathbf k}$ equivalent at fixed $\mathbf q$, because conjugation alone maps a response at $\mathbf q$ to one at $-\mathbf q$. The exception is a $\mathbf q$ equivalent to $-\mathbf q$: there $K$ itself belongs to $P_q$, and $\rho^a_{-\mathbf k}=(\rho^a_{\mathbf k})^*$.

## 4. The reduced set and the symmetrization formula

The orbital $\hat g\psi_{\mathbf kv}$ is an eigenfunction at $\sigma S\mathbf k$ with the same energy. Likewise, $\hat g\psi_{\mathbf k+\mathbf q,c}$ lies at $\sigma S(\mathbf k+\mathbf q)$, equivalent to $\sigma S\mathbf k+\mathbf q$. This second statement is where membership of $P_q$ is needed. A matrix element is unchanged when orbitals and potential are all transformed by $g$; with $Kg$ it is conjugated, as is the coefficient of the transformed orbital. In both cases
$$\hat g\rho^a_{\mathbf k}=\sum_bD_{ba}(\hat g)\,\rho^b_{\sigma S\mathbf k}.$$
Unitarity inverts this relation:
$$\sum_bD^*_{ab}\,\hat g\rho^b_{\mathbf k}=\sum_c\Big(\sum_bD^*_{ab}D_{cb}\Big)\rho^c_{\sigma S\mathbf k}=\rho^a_{\sigma S\mathbf k}.$$
The coefficient $D^*_{ab}$ stands outside $\hat g$ and is not conjugated again when $\sigma=-1$.

Choose one representative $\mathbf k_0$ from each orbit $O$ generated by $\mathbf k\to\sigma S\mathbf k$, modulo $\mathbf G$. As $\hat g$ runs through $P_q$, each point of the orbit is reached $|P_q|/|O|$ times, so
$$\sum_{\mathbf k\in O}\rho^a_{\mathbf k}=\frac{|O|}{|P_q|}\sum_{\hat g\in P_q}\sum_bD^*_{ab}(\hat g)\,\hat g\rho^b_{\mathbf k_0}.$$
Let $I_q$ be the set of representatives and $w_{\mathbf k}=|O|/N_k$. Adding the orbits gives
$$\boxed{\Delta n_a(\mathbf r)=\frac1{|P_q|}\sum_{\hat g\in P_q}\sum_bD^*_{ab}(\hat g)\left[\hat g\sum_{\mathbf k\in I_q}w_{\mathbf k}\rho^b_{\mathbf k}\right](\mathbf r)}$$
The real weights pass through $\hat g$, even when it contains conjugation. The grid must be mapped onto itself by every $\sigma S$.

Two limits show how the set behaves. For a general $\mathbf q$ in a crystal without inversion (in two dimensions, without a twofold rotation), $P_q$ contains only the identity and the full grid is needed. If $\mathbf q$ is equivalent to all its images $S\mathbf q$ and also to $-\mathbf q$, every crystal operation enters with both signs. The set then shrinks to the wedge used for the ground state of the nonmagnetic crystal, which is built from both $S$ and $-S$. With inversion the second condition follows from the first; without inversion it is a separate requirement.

With inversion, or a twofold rotation in two dimensions, conjugated operations do not shrink the set further. If $S\mathbf q=-\mathbf q+\mathbf G$, then $-S$ belongs to the small group and already sends $\mathbf k$ to $-S\mathbf k$. The conjugated operations still constrain the density.

## 5. Implementation

**Fourier form.** Write $F(\mathbf r)=\sum_{\mathbf G}F(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r}$, with $\mathbf Q=\mathbf q+\mathbf G$. Substituting $S^{-1}(\mathbf r-\mathbf f)$ for $\mathbf r$ gives, with $\mathbf Q'=\sigma S\mathbf Q$,
$$(\hat gF)(\mathbf Q')=e^{-i\mathbf Q'\cdot\mathbf f}\times\begin{cases}F(\mathbf Q),&\sigma=+1\\F(\mathbf Q)^*,&\sigma=-1.\end{cases}$$
The coefficient is stored at $\mathbf G'=\sigma S(\mathbf q+\mathbf G)-\mathbf q$. Omitting $\mathbf q$ from this index gives the wrong place for every operation with $\sigma S\mathbf q\neq\mathbf q$, which occurs at a zone boundary, where $\sigma S\mathbf q-\mathbf q$ can be a nonzero reciprocal-lattice vector. A spherical cutoff on $|\mathbf k+\mathbf G|$, and separately on $|\mathbf k+\mathbf q+\mathbf G|$, keeps the basis symmetric.

**Order of work.** For each iteration:

1. Compute $\sum_{\mathbf k\in I_q}w_{\mathbf k}\rho^b_{\mathbf k}$ for all partners $b$.
2. Apply the boxed formula once. The sum before this step depends on the representatives chosen.
3. Form the screened potential $\Delta V_a^{\rm scr}=\Delta V_a+\kappa\Delta n_a$, where $\kappa$ is the interaction kernel.

Because $\kappa$ has the crystal symmetry and is real, it commutes with $\hat g$. If the input potentials transform with $D$, so do the densities and the next potentials. Starting from the bare perturbation, this holds at every iteration. Mixing with the same real coefficients for all partners preserves this property. Unequal coefficients break it when operations connect the partners, and complex ones break it because operations with $\sigma=-1$ conjugate them. The intermediate densities then differ from those of the full grid. If the loop still converges, its result is unaffected: the final potential is the bare one plus $\kappa$ times a symmetrized density, so it transforms with $D$ again.

**Single patterns.** For a combination $\Delta V_e=\sum_ac_a\Delta V_a$, an operation gives the coefficient vector $Dc$ if $\sigma=+1$ and $Dc^*$ if $\sigma=-1$. If the result is $\lambda c$ with $|\lambda|=1$, the pattern is invariant up to a phase. When this holds for every member of $P_q$, the pattern can be treated alone, with $\lambda^*$ replacing $D^*$. Otherwise compute its partners too, or build the k set from the subgroup that preserves it up to a phase.

**When the formula must be changed.** If the one-electron Hamiltonian cannot be made real, as with noncoplanar magnetic order or spin-orbit coupling, the steps based on plain conjugation $K$ fail. In a nonmagnetic crystal with spin-orbit coupling, full time reversal (conjugation together with a spin flip) takes the place of $K$ and again makes the two halves of the density response equal. If neither conjugation nor full time reversal is a symmetry by itself, calculate both halves of the response. Keep an operation with $\sigma=-1$ only if the combined operation, for example a mirror together with conjugation, is still a symmetry of the Hamiltonian. Coplanar magnetic order without spin-orbit coupling keeps a real spinor Hamiltonian when the moments lie in the $xz$ spin plane. Collinear magnetic order without spin-orbit coupling leaves a real Hamiltonian for each spin, so these steps survive, with the two spins summed separately instead of the factor 2. The response of one spin is symmetrized only with the operations that preserve that spin's Hamiltonian. An operation that exchanges the two spin potentials, as in an antiferromagnet, maps the response of one spin onto that of the other; for a spin-independent perturbation it may be applied to their sum, but not to one spin alone. In a metal, partial occupations invalidate the division into occupied and empty bands used here.

## 6. Worked example

Take a two-dimensional square crystal with cell edge $6.0$ Å and four Gaussian wells of depth $40$ eV and width $\sigma_w=0.7$ Å, each of the form $-V_0e^{-r^2/2\sigma_w^2}$. Their fractional positions are

- atom 1: $(0.15,0.65)$;
- atom 2: $(0.85,0.35)$;
- atom 3: $(0.35,0.15)$;
- atom 4: $(0.65,0.85)$.

Eight electrons fill four bands. The wells prescribe the effective ground-state potential, and their rigid displacement serves as the bare perturbation. This is enough to test the symmetry formula, but it does not model atomic motion in a self-consistent crystal. There, moving all atoms together must carry the density along rigidly after screening; here the unscreened response already does so, and screening changes it. The response is screened by the Hartree kernel $2\pi/|\mathbf q+\mathbf G|$ (atomic units) alone; exchange and correlation are left out of the response. Diagonalization in plane waves up to $150$ eV gives a gap of $11.4$ eV on a $4\times4$ grid.

The crystal has eight point operations. At $\mathbf q=(1/4,0)$, in reciprocal-lattice units, two belong to the small group: the identity and a glide with $S=\mathrm{diag}(1,-1)$ and $\mathbf f=(1/2,1/2)$. Two more, the twofold rotation and the operation reversing $x$, send $\mathbf q$ to $-\mathbf q$ and enter with conjugation. Thus $|P_q|=4$.

**The glide matrix.** Atom 1 moves to
$$(0.15+0.5,\,-0.65+0.5)=(0.65,-0.15)=\boldsymbol\tau_4+(0,-1),$$
with phase $e^{-2\pi i\,(1/4)\cdot0}=1$. Atom 4 moves to
$$(1.15,-0.35)=\boldsymbol\tau_1+(1,-1),$$
with phase $e^{-2\pi i/4}=-i$. Atoms 2 and 3 are exchanged in the same way, with phases $-i$ for $2\to3$ and $1$ for $3\to2$.

Two glides therefore give $D^2=-i$, and the eigenvalues of $D$ are $e^{-i\pi/4}$ and $e^{3i\pi/4}$. Since $D$ has no diagonal blocks, its trace vanishes and each eigenvalue belongs to four of the eight patterns. Adding a lattice translation to the glide changes these phases by multiples of $90^\circ$, so none can become zero. Here no pattern is strictly invariant under the glide; the eigenvectors are invariant up to a phase.

**The k set.** The glide maps $(k_x,k_y)$ to $(k_x,-k_y)$. Four values of $k_y$ reduce to three, while all four values of $k_x$ remain, so $I_q$ has $4\times3=12$ points. The conjugated operations add no reduction, because the crystal has a twofold rotation. The full crystal wedge has six points, too few for this $\mathbf q$.

The same counting gives, for other wavevectors:

| $\mathbf q$ | small-group operations | $4\times4$ | $12\times12$ |
|---|---:|---:|---:|
| $(1/4,0)$ | 2 | 12 | 84 |
| $(1/4,1/4)$ | 2 | 10 | 78 |
| $(1/2,0)$ | 4 | 9 | 49 |
| $(1/2,1/2)$ | 8 | 6 | 28 |

**Screening.** Let $\chi_0$ be the response without screening and $\epsilon=1-\kappa\chi_0$. Linear mixing with factor $m$ multiplies an error along an eigenvector of $\epsilon$ by $1-m\epsilon_i$. For the Hartree kernel the eigenvalues are real and at least one, since $\kappa$ is positive and $\chi_0$ is not positive. Convergence requires $m\epsilon_{\max}<2$. Fifteen steps of power iteration give $2.89$, a lower bound that is still short of convergence because the top eigenvalues lie close together. The largest eigenvalue in this basis is $\epsilon_{\max}=2.92$, so the limit is $2/2.92=0.68$. The choice $m=2/(1+\epsilon_{\max})$ makes the error factors at $\epsilon_i=1$ and $\epsilon_i=\epsilon_{\max}$ equal in size. The value used, $m=2/(1+2.89)=0.51$, gives factors of size $0.49$ and $0.50$. The loop reaches a relative change below $10^{-11}$ at iteration 39.

**The density.** Consider the response to atom 1 moving along $x$, at a point $0.5$ Å from that atom in the positive $x$ direction. Each orbit is represented by its first point when $\mathbf k=(i,j)/4$ is listed in increasing $i$, then $j$, with $i,j=0,\dots,3$. The symmetrized reduced sum does not depend on this choice; the last two sums below do. With the same converged screened potential, four ways of summing give:

- full grid, 16 points: $0.7211-0.0002i$ Å$^{-3}$;
- reduced set, 12 points, symmetrized: $0.7211-0.0002i$ Å$^{-3}$;
- reduced set without symmetrization: $0.7211-0.0002i$ Å$^{-3}$;
- crystal wedge, 6 points, symmetrized with $P_q$: $0.7202-0.0006i$ Å$^{-3}$.

The symmetrized value is $0.1069$ bohr$^{-3}$ in its real part. The four digits serve to compare sums in the same basis and on the same grid. Raising the cutoff to $250$ eV lowers the real part to $0.7204$ Å$^{-3}$, a shift of $0.0007$; an $8\times8$ grid at $150$ eV leaves the four digits unchanged. The unit is an areal density per displacement. The positive sign means that density builds up ahead of the moving well. For displacements $u\cos(\mathbf q\cdot\mathbf R)$ the change is $u\,\mathrm{Re}\,\Delta n$, so $u=0.01$ Å gives $0.0072$ Å$^{-2}$ at this point in linear response.

One point can conceal an error: the third value agrees with the first at this precision. Over all patterns and Fourier coefficients, the norm of the error relative to the full-grid density is $0.17\%$ without symmetrization and $0.22\%$ with the crystal wedge. Over all choices of representatives these errors range from $0.006\%$ to $0.17\%$ and from $0.06\%$ to $0.22\%$. The real part at the chosen point then ranges from $0.7210$ to $0.7212$ and from $0.7201$ to $0.7220$ Å$^{-3}$. Such small errors are plausible for tightly bound orbitals. If neither an orbital nor its first-order change reached neighbouring wells, the Bloch phases $e^{-i\mathbf k\cdot\mathbf R}$ and $e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}$ would combine to $e^{i\mathbf q\cdot\mathbf R}$, and $\rho_{\mathbf k}$ would not depend on $\mathbf k$. That this limit explains the size of the errors here is a conjecture.

**A crystal without twofold rotation.** Deepen wells 1 and 4 to $44$ eV. Only the identity and the glide remain. At $\mathbf q=(0,1/4)$ the glide reverses $\mathbf q$, so without conjugation all 16 points are needed. With conjugation, $\mathbf k\to-S\mathbf k=(-k_x,k_y)$, which leaves $3\times4=12$ points. Pairing $\mathbf k$ with $-\mathbf k$ instead would keep 10. For the unscreened response, with the first point of each pair in the same order as representative, that choice gives an error of $0.07\%$ relative to the norm of the full-grid density, even after symmetrization with the correct $P_q$.
